\section*{Core-level shifts near relaxed defects are not pure potential alignment}

\section*{Which site should set the alignment?}

A charged-defect calculation in a periodic cell needs a potential reference. If the defect has charge $qe$ and its potential reference is wrong by $\Delta\phi$, the formation energy is wrong by $qe\,\Delta\phi$. One way to find the reference is to choose an atom far from the defect, compare its core level with that of the same atom in the perfect crystal, subtract the model potential of the charged defect, and read the remainder as $-e\,\Delta\phi$. The practical decision is which atom to use, and whether one atom is enough once the ions have been relaxed.

The belief behind the one-atom reading is reasonable. A 1s shell is compact and takes almost no part in bonding, so it should act as a small voltmeter. It does, but it reads the potential at its own nucleus. Alignment needs the macroscopic potential, here defined as the potential of the net ionic charges smoothed over unit cells. Bond strain and valence charge can change the first without changing the second.

\section*{What a 1s level measures}

Let other charges change the potential energy of an electron by $\delta v(\mathbf r)$. To first order,
\begin{equation}
\delta\varepsilon_{1s}=\int|\psi_{1s}(\mathbf r)|^2\,\delta v(\mathbf r)\,d^3r\simeq\delta v(0).
\end{equation}
The last step holds because $\delta v$ obeys Laplace's equation wherever its sources are absent, so its average over each sphere about the nucleus is its central value. In atomic units, with valence occupations $n_v$ and external charges $Q_j$ at distances $R_j$,
\begin{equation}
\delta\varepsilon_{1s}\simeq\delta\Big[\sum_v n_v\langle r^{-1}\rangle_v-\sum_j\frac{Q_j}{R_j}\Big].
\label{nucleus}
\end{equation}
This neglects exchange and the small valence density inside the 1s shell.

\section*{Strain without a macroscopic potential}

Take a rock-salt crystal of rigid ions with charges $s_je$, $s_j=\pm1$, and nearest-neighbour spacing $d$. The zero of potential is its cell average. The potential at site $i$ is $-s_i\alpha e/(4\pi\epsilon_0d)$, where $\alpha=1.7476$ is the Madelung constant.

Let the displacement vary slowly, so that near site $i$ an ion at relative position $\mathbf R$ moves by $R_b\,\partial_bu_a$ relative to it. The antisymmetric part of $\partial_bu_a$ is a rotation and changes no distance. The symmetric part, the strain $\epsilon_{ab}$, gives
\begin{equation}
\delta\frac1R=-\frac{R_a\epsilon_{ab}R_b}{R^3}.
\end{equation}
Cubic symmetry reduces the lattice sum to its trace:
\begin{equation}
\sum_j s_j\frac{R_aR_b}{R^3}=\frac{\delta_{ab}}3\sum_j\frac{s_j}{R}
=-\frac{\delta_{ab}}3\,\frac{s_i\alpha}{d}.
\end{equation}
The sums are understood as the long-wave limit of a periodic displacement. With $T=\mathrm{Tr}\,\epsilon$ and $V_d=e^2/(4\pi\epsilon_0d)$, the two minus signs combine to
\begin{equation}
\delta\phi_i=\frac{e}{4\pi\epsilon_0d}\,\frac{s_i\alpha T}{3},
\qquad
\delta\varepsilon_i=-e\,\delta\phi_i=-s_i\frac{\alpha V_d}{3}\,T.
\label{strain}
\end{equation}
Here $T/3$ is the mean strain of the six bonds. Longer bonds raise the anion level and lower the cation level. Traceless strain has no linear effect at a cubic site.

The macroscopic potential does not share this shift if cations and anions follow the same smooth displacement. The charge density of the displaced ions is, to first order,
\begin{equation}
\rho(\mathbf k)=-i\sum_j s_je\,\mathbf k\cdot\mathbf u_j\,e^{-i\mathbf k\cdot\mathbf R_j}.
\label{rho}
\end{equation}
The alternating charges are $s_j=e^{i\mathbf Q\cdot\mathbf R_j}$ with $\mathbf Q=(\pi/d)(1,1,1)$ and a cation at the origin. A displacement wave $\mathbf u_j=\mathbf Ue^{i\mathbf k'\cdot\mathbf R_j}$ therefore produces charge only at $\mathbf k=\mathbf k'+\mathbf Q+\mathbf G$, with $\mathbf G$ a reciprocal vector of the lattice of all sites. If $\mathbf k'$ is small, none of these $\mathbf k$ is small. The potential changes inside each cell, where the nuclei feel it, but its smoothed value does not. The equal springs used for both species below meet this condition in the far field. In a real crystal the two species can respond differently; a strain gradient then moves one sublattice against the other and can produce a macroscopic potential that also follows the strain.

\section*{How the false signal decays}

Let the defect push outward along $x$ with force density $\mathbf F=-P\,\hat{\mathbf x}\,\partial_xg$, where $g$ is a narrow function of unit integral. Integration by parts gives $\int xF_x\,d^3r=P$, so $P$ is the force dipole. Isotropic elastic equilibrium, with Lam\'e constants $\lambda$ and $\mu$, reads
\begin{equation}
(\lambda+\mu)\nabla(\nabla\cdot\mathbf u)+\mu\nabla^2\mathbf u+\mathbf F=0.
\end{equation}
Taking the divergence, with $C_{11}=\lambda+2\mu$ and $T=\nabla\cdot\mathbf u$, gives
\begin{equation}
C_{11}\nabla^2T=P\,\partial_x^2g,
\qquad
T(\mathbf k)=\frac{P}{C_{11}}\frac{k_x^2}{k^2}\,g(\mathbf k).
\end{equation}
Since $1/k^2$ is the transform of $1/(4\pi r)$ and $k_x^2$ that of $-\partial_x^2$, the field outside the source is $-(P/C_{11})\,\partial_x^2(1/4\pi r)$.

A periodic cell of fixed shape and volume $\Omega$ has no $\mathbf k=0$ strain. Write $k_x^2/k^2=\tfrac13+(k_x^2/k^2-\tfrac13)$. Without its $\mathbf k=0$ term, the first part is a local peak minus a uniform $1/(3\Omega)$. The second part adds no constant at the centre of a cubic cell. Near the defect, compared with the cell size,
\begin{equation}
T=-\frac{P}{4\pi C_{11}}\frac{3\cos^2\theta-1}{r^3}-\frac{P}{3C_{11}\Omega}.
\label{tail}
\end{equation}

The statement that core-level shifts decay with the elastic field thus needs a condition. A breathing defect has the same $P$ on all three axes. Because $\sum_a(3\hat r_a^2-1)=0$, its $r^{-3}$ dilatation cancels, although its shear strain still falls as $r^{-3}$. Cubic sites in an isotropic medium then show, at this order, only the constant from $T=-P/(C_{11}\Omega)$. At sites of lower symmetry, shear may enter linearly and the $r^{-3}$ signal can return.

Elastic anisotropy also restores it. In that case $T(\mathbf k)$ at small $k$ depends on the direction of $\mathbf k$ but not on its length, and a non-constant function of this kind transforms to an angular function times $r^{-3}$.

\section*{A model fluoride}

Take $d=2.30$~\AA, so $V_d=6.261$~eV, and put the defect on a cation site. Springs $k_1$ and $k_2$ join first and second neighbours. Per ion, of volume $d^3$, the elastic constants are
\begin{equation}
C_{abce}=\frac1{2d^3}\sum_{\mathbf R}k_R\frac{R_aR_bR_cR_e}{R^2}.
\end{equation}
For $C_{11}$, two first neighbours contribute $2k_1d^2$ to the sum and eight second neighbours contribute $8k_2d^2/2$. For $C_{12}=C_{44}$, four second neighbours contribute $4k_2d^2/2$. Hence $C_{11}=(k_1+2k_2)/d$ and $C_{12}=C_{44}=k_2/d$. The isotropy condition $C_{11}-C_{12}=2C_{44}$ requires $k_1=k_2=k$, which gives $C_{11}=3k/d$.

The axial forces are spread over a Gaussian of width $d$. Sampled on the lattice sites, their transform vanishes at $\mathbf Q$, and at $\mathbf Q+\mathbf k$ with small $\mathbf k$ its size is only about $3\times10^{-5}$ of that at $\mathbf k$, so by (\ref{rho}) almost no long-wave charge appears. A largest displacement of 0.10~\AA{} requires $P=3.62\,kd^2$. On the axis at $r=5d=11.5$~\AA, (\ref{tail}) gives, with its negligible cell constant omitted,
\begin{equation}
T\simeq-\frac{2(3.62/3)}{4\pi\,5^3}=-1.54\times10^{-3}.
\end{equation}
The coefficient in (\ref{strain}) is $\alpha V_d/3=3.65$~eV, so the predicted F shift is $-5.6$~meV. The relaxed lattice, in a cell of $80^3$ sites, gives these on-axis shifts in meV:
\begin{center}
\begin{tabular}{rlrrr}
$r/d$ & ion & lattice & local strain & continuum\\
3 & F & $-38.4$ & $-28.4$ & $-25.9$\\
5 & F & $-9.3$ & $-7.3$ & $-5.6$\\
10 & cation & $0.84$ & $0.77$ & $0.70$\\
20 & cation & $0.097$ & $0.094$ & $0.090$
\end{tabular}
\end{center}
The third column uses the lattice shifts themselves; the fourth puts the actual bond strains into (\ref{strain}). At $5d$ the potential smoothed with a Gaussian of width $1.5d$ contributes only about $0.004$~meV. In this rigid-ion model, reading the F level there as alignment would put a false energy of about 9~meV into a $q=1$ correction; at $3d$ it would be 38~meV. Across the axis at $5d$ the F shift is $+3.9$~meV, with the sign reversed as (\ref{tail}) predicts.

The local law is a far-field law. Its next correction contains two more gradients, so its relative size should fall as $r^{-2}$. The lattice value exceeds the local one by 10\% at $10d$ and by 3\% at $20d$, in line with this. With the cell constant removed, the decay exponent between these distances is 3.16; periodic images lower it by only about 0.03. Linear response has a limit too: in a $12^3$ cell at $3d$, a full Ewald sum over the displaced ions gives $-42.2$~meV against $-40.0$~meV in linear order.

For a breathing defect with the same $P$ on each axis, compare the cation shifts at $(10,0,0)d$ and $(10,10,0)d$; any cell constant cancels in their difference. It is 0.04~meV in the isotropic crystal and 0.55~meV for $k_1=3k_2$, where the decay exponent is 2.98.

\section*{Separating strain from alignment}

In the isotropic crystal the breathing defect still leaves a far cation shift of 0.307~meV in a $24^3$ cell and 0.039~meV in a $48^3$ cell, close to the expected factor of eight. A true alignment constant can also scale as $1/\Omega$, so cell-size scaling alone cannot tell them apart.

A sharp breathing defect, with an outward force $f$ on each of its six neighbours, shows both constants. The force transform is $F_a(\mathbf k')=-2if\sin(k'_ad)$. At $\mathbf k'=\mathbf Q+\mathbf k$ with small $\mathbf k$ it becomes $2ifk_ad$. At $\mathbf Q$ first neighbours move oppositely and second neighbours together, so the restoring constant is $4k_1$ and $u_a=ifk_ad/(2k_1)$. Equation (\ref{rho}) and Poisson's equation then give
\begin{equation}
\rho(\mathbf k)=\frac{efd}{2k_1}k^2,\qquad
\phi(\mathbf k)=\frac{\rho(\mathbf k)}{\epsilon_0k^2}=\frac{efd}{2\epsilon_0k_1}.
\end{equation}
A transform that is constant except for its missing $\mathbf k=0$ term is a local peak minus a uniform value. The far potential is therefore $-efd/(2\epsilon_0k_1\Omega)$. This is true alignment, and it shifts both species equally.

In the $24^3$ cell with $P=2fd$ unchanged, the far cation and anion levels shift by 5.56 and 4.95~meV. Their half-sum, 5.25~meV, is the macroscopic part (formula: 5.15). Their half-difference, 0.30~meV, is the strain part (formula: 0.32). Here strain is a contamination of about 6\%. Both parts are linear in $f$, and this ratio is the useful result: the example does not establish that so large a concentrated force stays within linear response.

The half-sum works here because the strain coefficients of rigid ions are equal and opposite; in a real crystal they need not be. If $\delta\varepsilon_A=-e\Phi+a_AT$ and $\delta\varepsilon_B=-e\Phi+a_BT$ at the same local strain, eliminating $T$ gives
\begin{equation}
-e\Phi=\frac{a_B\,\delta\varepsilon_A-a_A\,\delta\varepsilon_B}{a_B-a_A}.
\end{equation}
The coefficients must be referred to the macroscopic potential. One level alone cannot supply both unknowns, unless $T$ is taken from the relaxed positions. Disagreement between neighbouring sites of different species, after the model potential is removed, is a warning that local terms remain.

\section*{The valence charge}

The rigid-ion picture can be tested on F$^-$ at the centre of $5^3$ lattice sites, the others being point charges halved once for each outer face they lie on. Hartree--Fock theory in the cc-pVTZ basis gives $d\varepsilon_{1s}/d\ln d=10.93$~eV. Since $T=3\,\delta\ln d$, this is 3.64~eV per unit $T$, against 3.65~eV from (\ref{strain}). The valence response contributes only $-0.04$~eV to the 10.93~eV.

This value is not converged in the basis. Take the valence response as the slope minus the point-ion part, 10.97~eV. With functions on F only, the slope is 8.32~eV in aug-cc-pVTZ (response $-2.65$~eV), 8.85~eV in aug-cc-pVQZ ($-2.12$~eV) and 9.39~eV in aug-cc-pV5Z without its h shell ($-1.58$~eV); it still drifts by about 0.5~eV per step. Adding hydrogen cc-pVDZ functions at the six neighbour sites to aug-cc-pVTZ gives 11.18~eV ($+0.2$~eV). The response depends on how the basis describes the density near the bare point charges, so these calculations fix neither its size nor its sign.

Real neighbours also repel the anion's electrons. Longer bonds weaken this squeeze, so the valence shell expands, $\langle r^{-1}\rangle$ falls and the 1s level is lowered, against the rigid-ion shift. Point charges leave this out. The effect is large: with the six neighbours replaced by all-electron Na$^+$ ions in a minimal core basis, the aug-cc-pVTZ slope drops to about $-0.5$~eV, a value that is itself not converged. The rigid-ion coefficient therefore fixes neither the size nor the sign of the strain shift in a real fluoride; there it must be computed with the neighbours' electrons included.

Charge transfer is another matter. The 2p shell of F$^-$ is full, so the response is defined by removing a little 2p charge and is quoted as a slope per electron. At fixed orbitals, the 1s level rises with 2p occupation by 31.2~eV per electron, close to $\langle r^{-1}\rangle_{2p}=32.0$~eV. Letting the orbitals relax, with 0.02 of an electron removed, reduces the slope to 17.94~eV per electron. A reciprocity relation checks the relaxed value. With shell-averaged fractional occupations, the Hartree--Fock energy is stationary in the orbitals, so only its explicit dependence on occupation counts and $\partial E/\partial n_i=\varepsilon_i$. Equality of mixed second derivatives gives
\begin{equation}
\frac{\partial\varepsilon_{1s}}{\partial n_{2p}}=\frac{\partial\varepsilon_{2p}}{\partial n_{1s}}.
\end{equation}
The right-hand side, computed separately, is 17.95~eV. This checks the response within one basis, not the basis itself: aug-cc-pVTZ lowers the relaxed slope to 15.44~eV, and larger diffuse sets on F change that value by less than 0.1~eV.

If the electron comes from the six neighbours, their added positive charge lowers the level by $V_d$:
\begin{equation}
17.94-6.26=11.68\ \text{eV per electron}.
\end{equation}
With aug-cc-pVTZ, and the neighbours' charge included in the calculation, the result is 9.25~eV per electron. In these two bases, an isolated transfer of $0.001\,e$ between one F and its six neighbours thus moves the F 1s level by about 9 to 12~meV, comparable to the rigid-ion strain signal at $5d$. If all ions change their charge in proportion, $\alpha V_d$ replaces $V_d$ and the shift is about 5 to 7~meV.

These are orbital energies in a field of point charges. They omit correlation, Pauli repulsion from real neighbours, relativity and relaxation around a core hole. The lattice model omits the valence response to strain as well as electronic and polar screening, so its millielectronvolt values illustrate the mechanism and are not predictions for a particular fluoride. The lattice and cc-pVTZ values are in the numerical output below.

For the choice of site, distance helps because the local strain signal falls off, but a fixed cell can retain a strain constant at any distance. A core level serves as an alignment probe once its strain and charge-transfer contributions, multiplied by $|q|$, have been shown to be smaller than the accuracy required of the formation energy.

\section*{Table of computed values}
\begin{verbatim}
spacing d = 2.30 angstrom
largest displacement = 0.10 angstrom
e^2/(4 pi eps0 d) = 6.2607 eV
Madelung constant = 1.747565
force dipole P/(k d^2) = 3.6187
rigid-ion coefficient per Tr strain = 3.647 eV
Axial defect, on axis, core-level shifts in meV:
r/d ion  actual  local-strain  continuum
  3 F    -38.3523  -28.3939  -25.9338
  4 cat   19.7726   14.9469   10.9425
  5 F     -9.3324   -7.3478   -5.6040
  6 cat    4.8676    3.9938    3.2442
  7 F     -2.8222   -2.4004   -2.0441
 10 cat    0.8427    0.7658    0.7030
 11 F     -0.6164   -0.5685   -0.5289
 20 cat    0.0967    0.0941    0.0904
Tr strain at r=5d on axis = -2.015e-03
F shift at r=5d across axis = 3.9069 meV
macroscopic part at r=5d = 3.9e-03 meV
decay exponent, r=10d to 20d = 3.162
12^3 cell, F at 3d: linear = -39.951 meV
12^3 cell, F at 3d: full Ewald = -42.172 meV
Breathing defect, same P on each axis:
contrast at 10d, isotropic = 0.03850 meV
contrast at 10d, k1=3 k2 = 0.54756 meV
decay exponent, k1=3 k2 = 2.979
far cation constant, 24^3 cell = 0.306585 meV
far cation constant, 48^3 cell = 0.039408 meV
Sharp breathing defect, 24^3 cell, far shifts in meV:
cation = 5.55692, anion = 4.94970
half-sum = 5.25331, formula 5.14858
half-diff = 0.30361, formula 0.31822
F- 1s, Hartree-Fock/cc-pVTZ in point charges:
1s orbital energy = -711.645 eV
d(e1s)/d(ln d) = 10.925 eV
  point-ion part = 10.968 eV
  valence part = -0.042 eV
traceless-strain slope = 1.7e-03 eV
2p mean 1/r = 32.009 eV per electron
frozen 1s-2p repulsion = 31.175 eV per electron
relaxed d(e1s)/d(n2p) = 17.939 eV
reverse d(e2p)/d(n1s) = 17.953 eV
with neighbour charge = 11.678 eV
shift per 0.001 e moved to F = 11.68 meV
\end{verbatim}
